# Comment on isotropic sampling of diffuse re-emission from walls: test program

```python
"""
Result under test: memoryless (diffuse) re-emission that preserves gas
equilibrium has probability cos(theta)/pi per solid angle, so sin(theta)^2
is uniform on [0,1] and the azimuth is independently uniform.
theta: polar angle from the inward wall normal.
Law 'cosine': sin(theta)^2 uniform. Law 'isotropic': cos(theta) uniform,
which is the mistaken rule of equal probability per solid angle.
J: wall hits per area and time; n: number density; v: molecular speed.
W: probability that a molecule entering a tube leaves at the far end.
Lengths are in units of the tube or sphere radius R unless stated.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz
from scipy.special import ellipk
from scipy.stats import kstest

rng = np.random.default_rng(20417)
LAWS = ("cosine", "isotropic")


def sample_angles(law, count):
    """Return cos(theta), sin(theta), azimuth for one emission law."""
    u = rng.random(count)
    cosine = np.sqrt(1.0 - u) if law == "cosine" else u
    sine = np.sqrt(1.0 - cosine**2)
    return cosine, sine, 2.0 * np.pi * rng.random(count)


def emit(normal, law):
    """Unit directions leaving a wall with the given inward unit normals."""
    nx, ny, nz = normal
    h = np.hypot(nx, ny)
    tangent1 = np.array([ny / h, -nx / h, np.zeros_like(h)])
    tangent2 = np.array([nz * nx / h, nz * ny / h, -h])
    c, s, azimuth = sample_angles(law, nx.size)
    return (c * normal + s * np.cos(azimuth) * tangent1
            + s * np.sin(azimuth) * tangent2)


# ---- Arrivals at a wall, counted in a sampled equilibrium gas ----
# Units: thermal speed sqrt(kT/m) = 1 and counting time = 1.
gas_count, depth = 2_000_000, 7.0
velocity = rng.normal(size=(3, gas_count))
distance = depth * rng.random(gas_count)
arrivals = velocity[:, velocity[2] > distance]
speed_squared = np.sum(arrivals**2, axis=0)
arrival_cos = arrivals[2] / np.sqrt(speed_squared)
hits = arrival_cos.size
ks_sin2 = kstest(1.0 - arrival_cos**2, "uniform").statistic
ks_cos = kstest(arrival_cos, "uniform").statistic
flux = hits * depth / gas_count
flux_formula = np.sqrt(8.0 / np.pi) / 4.0
energy = 0.5 * np.mean(speed_squared)
assert ks_sin2 * np.sqrt(hits) < 2.2
assert ks_cos > 0.2
assert abs(flux / flux_formula - 1.0) < 0.015
assert abs(energy - 2.0) < 0.02
print("WALL ARRIVALS FROM A SAMPLED EQUILIBRIUM GAS")
print(f"number of arrivals counted: {hits}")
print(f"largest CDF deviation, sin^2 uniform: {ks_sin2:.4f}")
print(f"largest CDF deviation, cos uniform: {ks_cos:.4f}")
print(f"flux / (n sqrt(kT/m)), counted: {flux:.4f}")
print(f"flux / (n sqrt(kT/m)), from n vbar/4: {flux_formula:.4f}")
print(f"mean kinetic energy of arrivals / kT: {energy:.3f}")
print(f"mean cos(theta) of arrivals: {arrival_cos.mean():.4f}")
within = np.mean(arrival_cos > np.cos(np.pi / 6))
cosine_within = np.sin(np.pi / 6)**2
isotropic_within = 1.0 - np.cos(np.pi / 6)
assert abs(within - cosine_within) < 0.007
print(f"fraction within 30 deg, counted: {within:.4f}")
print(f"fraction within 30 deg, cosine law: {cosine_within:.4f}")
print(f"fraction within 30 deg, isotropic: {isotropic_within:.4f}")

# ---- Closed sphere of radius 1, all molecules at one speed ----
print("CLOSED SPHERE, SINGLE SPEED v")
sphere_count = 1_000_000
for law in LAWS:
    start = rng.normal(size=(3, sphere_count))
    start /= np.linalg.norm(start, axis=0)
    flight = emit(-start, law)
    projection = np.sum(start * flight, axis=0)
    chord = -2.0 * projection
    landing = start + chord * flight
    next_flight = emit(-landing, law)
    impulse = np.mean(np.sum(landing * (flight - next_flight), axis=0))
    mean_chord = chord.mean()
    # Impulse is per hit in units m v; volume/area = 1/3.
    pressure_ratio = impulse / (3.0 * mean_chord)
    hit_ratio = 4.0 / (3.0 * mean_chord)
    expected_chord = 4.0 / 3.0 if law == "cosine" else 1.0
    assert abs(mean_chord - expected_chord) < 0.004
    assert abs(pressure_ratio - 1.0 / 3.0) < 0.002
    impact_squared = 1.0 - projection**2
    for radius in (0.3, 0.6, 0.9):
        inside = 2.0 * np.sqrt(np.maximum(radius**2 - impact_squared, 0))
        counted_density = 3.0 * inside.mean() / radius**3
        if law == "cosine":
            expected_density = 4.0
        else:
            integral = quad(lambda q: 2 * q * np.arctanh(q), 0, radius)[0]
            expected_density = 3.0 * integral / radius**3
        assert abs(counted_density / expected_density - 1.0) < 0.025
        if radius == 0.6:
            print(f"{law}: mean n v/J inside 0.6 R, traced: "
                  f"{counted_density:.3f}, formula: {expected_density:.3f}")
    print(f"{law}: mean chord / R: {mean_chord:.4f}")
    print(f"{law}: hit rate / (mean n v/4): {hit_ratio:.4f}")
    print(f"{law}: P V/(N m v^2): {pressure_ratio:.4f}")
for q in (0.5, 0.9, 0.99):
    print(f"isotropic: n({q} R)/n(centre): {np.arctanh(q) / q:.3f}")


# ---- Axial flights and transmission of a cylindrical tube ----
def flight_tail(x, law):
    """Probability of an axial flight longer than x in one direction."""
    if law == "cosine":
        return (x**2 + 2.0) / (2.0 * np.sqrt(x**2 + 4.0)) - x / 2.0
    return 0.5 - ellipk(-4.0 / x**2) / np.pi


def weighted_tail(cutoff, law):
    """Four times the integral of x * flight_tail(x) from 0 to cutoff."""
    return 4.0 * quad(
        lambda t: np.exp(2 * t) * flight_tail(np.exp(t), law),
        np.log(1e-6), np.log(cutoff), limit=200)[0]


def truncated_square(cutoff, law):
    """Integral of x^2 times the flight density over |x| < cutoff."""
    return (weighted_tail(cutoff, law)
            - 2.0 * cutoff**2 * flight_tail(cutoff, law))


def solve_tube(length, law, cells):
    """Return W and the wall hit rate relative to the inlet flux J."""
    step = length / cells
    edges = np.linspace(0.0, length, cells + 1)
    centres = 0.5 * (edges[1:] + edges[:-1])
    tails = flight_tail((np.arange(cells) + 0.5) * step, law)
    ring_probability = np.empty(cells)
    ring_probability[0] = 1.0 - 2.0 * tails[0]
    ring_probability[1:] = tails[:-1] - tails[1:]
    column = -ring_probability
    column[0] += 1.0
    escape = solve_toeplitz(column, flight_tail(length - centres, law))
    # A cosine-distributed inlet flux reaches distance x without a wall hit.
    direct = (edges**2 + 2.0 - edges * np.sqrt(edges**2 + 4.0)) / 2.0
    first_hits = direct[:-1] - direct[1:]
    # Inlet area / ring area = 1 / (2 step).
    hit_rate = solve_toeplitz(column, first_hits / (2.0 * step))
    return direct[-1] + np.sum(first_hits * escape), hit_rate


def traced_transmission(r_in, r_out, length, law, count):
    """Trace rays through a straight or conical tube; cosine inlet."""
    slope = (r_out - r_in) / length
    radius = r_in * np.sqrt(rng.random(count))
    position = np.array([radius, np.zeros(count), np.zeros(count)])
    c, s, azimuth = sample_angles("cosine", count)
    direction = np.array([s * np.cos(azimuth), s * np.sin(azimuth), c])
    passed = 0
    while position.shape[1] > 0:
        x, y, z = position
        dx, dy, dz = direction
        forward = dz > 0
        t_end = np.where(forward, length - z, -z) / dz
        r_end = np.where(forward, r_out, r_in)
        leaves = np.hypot(x + t_end * dx, y + t_end * dy) < r_end
        passed += np.count_nonzero(leaves & forward)
        position, direction = position[:, ~leaves], direction[:, ~leaves]
        t_end = t_end[~leaves]
        if t_end.size == 0:
            break
        x, y, z = position
        dx, dy, dz = direction
        wall = r_in + slope * z
        a = dx**2 + dy**2 - slope**2 * dz**2
        b = 2.0 * (x * dx + y * dy - slope * wall * dz)
        g = x**2 + y**2 - wall**2
        root = np.sqrt(np.maximum(b**2 - 4.0 * a * g, 0.0))
        # Two equivalent forms of one root avoid loss of digits.
        positive = b > 0
        top = np.where(positive, -2.0 * g, root - b)
        bottom = np.where(positive, b + root, 2.0 * a)
        t = np.clip(top / bottom, 0.0, t_end)
        position = position + t * direction
        position[2] = np.clip(position[2], 0.0, length)
        wall = r_in + slope * position[2]
        position[:2] *= wall / np.hypot(position[0], position[1])
        normal = np.array([-position[0] / wall, -position[1] / wall,
                           np.full(wall.size, slope)])
        direction = emit(normal / np.sqrt(1.0 + slope**2), law)
    return passed / count


print("AXIAL FLIGHTS IN A CYLINDRICAL TUBE")
squares = {}
for law in LAWS:
    c, s, azimuth = sample_angles(law, 1_000_000)
    axial = s * np.cos(azimuth)
    flights = 2.0 * c * axial / (1.0 - axial**2)
    for x in (0.5, 2.0, 5.0):
        assert abs(np.mean(flights > x) - flight_tail(x, law)) < 0.0025
    print(f"{law}: probability of flight > 2R one way: "
          f"{flight_tail(2.0, law):.4f}")
    squares[law] = [truncated_square(X, law) for X in (10., 100., 1000.)]
    print(f"{law}: mean square / R^2, cut at 10, 100, 1000 R: "
          + ", ".join(f"{value:.3f}" for value in squares[law]))
# The remaining cosine tail beyond 1000 R is about 0.006.
assert abs(squares["cosine"][2] - 8.0 / 3.0) < 0.01
growth = squares["isotropic"][2] - squares["isotropic"][1]
assert abs(growth - 2.0 * np.log(10.0)) < 0.01
print(f"isotropic growth per decade: {growth:.4f}, "
      f"2 ln 10: {2 * np.log(10.0):.4f}")

print("TUBE TRANSMISSION")
transmission = {}
for law in LAWS:
    for length in (10.0, 50.0, 200.0):
        cells = 4000
        value, hit_rate = solve_tube(length, law, cells)
        coarse = solve_tube(length, law, cells // 2)[0]
        assert abs(value / coarse - 1.0) < 2e-3
        transmission[law, length] = value
        print(f"{law}: L/R = {length:.0f}: W = {value:.4f}, "
              f"W L/R = {value * length:.2f}")
    # The last profile belongs to the longest tube.
    low, high = 9 * cells // 20, 11 * cells // 20
    gradient = ((hit_rate[low] - hit_rate[high])
                / ((high - low) * length / cells))
    middle = hit_rate[cells // 2 - 1:cells // 2 + 1].mean()
    flow_factor = value / gradient
    straight_factor = weighted_tail(length / 2.0, law)
    # The formula assumes a straight profile; the isotropic one bends more.
    tolerance = 0.03 if law == "cosine" else 0.10
    assert abs(flow_factor / straight_factor - 1.0) < tolerance
    if law == "cosine":
        assert abs(middle - 0.5) < 0.002
    else:
        assert middle < 0.4
    print(f"{law}: L/R = 200, mid-tube wall hit rate / inlet J: "
          f"{middle:.4f}")
    print(f"{law}: L/R = 200, W / (R gradient): {flow_factor:.3f}, "
          f"straight-profile formula: {straight_factor:.3f}")
    trace_count = 250_000
    traced = traced_transmission(1.0, 1.0, 10.0, law, trace_count)
    value = transmission[law, 10.0]
    sigma = np.sqrt(value * (1.0 - value) / trace_count)
    assert abs(traced - value) < 4.5 * sigma
    print(f"{law}: L/R = 10, ray tracing: W = {traced:.4f} "
          f"+/- {sigma:.4f}")
assert transmission["cosine", 200.0] * 200.0 < 8.0 / 3.0
assert (transmission["isotropic", 200.0] * 200.0
        > transmission["isotropic", 50.0] * 50.0 > 8.0 / 3.0)
for length in (10.0, 50.0, 200.0):
    ratio = transmission["isotropic", length] / transmission["cosine", length]
    assert ratio > 1.0
    print(f"L/R = {length:.0f}: W isotropic / W cosine = {ratio:.3f}")

# ---- Worked tube in laboratory units ----
tube_radius, tube_length = 0.01, 0.10
temperature, mass_number = 300.0, 28.0
mass = mass_number * constants.atomic_mass
mean_speed = np.sqrt(8.0 * constants.k * temperature / (np.pi * mass))
aperture = np.pi * tube_radius**2 * mean_speed / 4.0
print("WORKED TUBE")
print(f"radius: {tube_radius * 100:.1f} cm, length: "
      f"{tube_length * 100:.1f} cm")
print(f"temperature: {temperature:.0f} K, mass: {mass_number:.0f} u")
print(f"mean speed: {mean_speed:.1f} m/s")
print(f"conductance of the open inlet: {aperture * 1000:.2f} L/s")
for law in LAWS:
    conductance = aperture * transmission[law, 10.0]
    print(f"{law}: tube conductance: {conductance * 1000:.2f} L/s")

# ---- Reciprocity of a conical tube between equal reservoirs ----
print("CONE, RADII 1 AND 2, LENGTH 1, EQUAL RESERVOIRS")
cone_count = 600_000
for law in LAWS:
    from_narrow = traced_transmission(1.0, 2.0, 1.0, law, cone_count)
    from_wide = traced_transmission(2.0, 1.0, 1.0, law, cone_count)
    net = 4.0 * from_wide - from_narrow
    sigma = np.sqrt((16.0 * from_wide * (1.0 - from_wide)
                     + from_narrow * (1.0 - from_narrow)) / cone_count)
    if law == "cosine":
        assert abs(net) < 4.5 * sigma
    else:
        assert net > 5.0 * sigma
    print(f"{law}: W from narrow: {from_narrow:.4f}, "
          f"W from wide: {from_wide:.4f}")
    print(f"{law}: net flow to narrow side / narrow inflow: "
          f"{net:.4f} +/- {sigma:.4f}")

print("every check passed")
```

It prints:

```
WALL ARRIVALS FROM A SAMPLED EQUILIBRIUM GAS
number of arrivals counted: 114041
largest CDF deviation, sin^2 uniform: 0.0016
largest CDF deviation, cos uniform: 0.2510
flux / (n sqrt(kT/m)), counted: 0.3991
flux / (n sqrt(kT/m)), from n vbar/4: 0.3989
mean kinetic energy of arrivals / kT: 2.004
mean cos(theta) of arrivals: 0.6669
fraction within 30 deg, counted: 0.2496
fraction within 30 deg, cosine law: 0.2500
fraction within 30 deg, isotropic: 0.1340
CLOSED SPHERE, SINGLE SPEED v
cosine: mean n v/J inside 0.6 R, traced: 4.000, formula: 4.000
cosine: mean chord / R: 1.3337
cosine: hit rate / (mean n v/4): 0.9997
cosine: P V/(N m v^2): 0.3332
isotropic: mean n v/J inside 0.6 R, traced: 2.177, formula: 2.172
isotropic: mean chord / R: 1.0005
isotropic: hit rate / (mean n v/4): 1.3327
isotropic: P V/(N m v^2): 0.3332
isotropic: n(0.5 R)/n(centre): 1.099
isotropic: n(0.9 R)/n(centre): 1.636
isotropic: n(0.99 R)/n(centre): 2.673
AXIAL FLIGHTS IN A CYLINDRICAL TUBE
cosine: probability of flight > 2R one way: 0.0607
cosine: mean square / R^2, cut at 10, 100, 1000 R: 2.080, 2.607, 2.661
isotropic: probability of flight > 2R one way: 0.0827
isotropic: mean square / R^2, cut at 10, 100, 1000 R: 3.036, 7.597, 12.202
isotropic growth per decade: 4.6047, 2 ln 10: 4.6052
TUBE TRANSMISSION
cosine: L/R = 10: W = 0.1909, W L/R = 1.91
cosine: L/R = 50: W = 0.0485, W L/R = 2.42
cosine: L/R = 200: W = 0.0129, W L/R = 2.59
cosine: L/R = 200, mid-tube wall hit rate / inlet J: 0.5000
cosine: L/R = 200, W / (R gradient): 2.647, straight-profile formula: 2.627
cosine: L/R = 10, ray tracing: W = 0.1907 +/- 0.0008
isotropic: L/R = 10: W = 0.2134, W L/R = 2.13
isotropic: L/R = 50: W = 0.0648, W L/R = 3.24
isotropic: L/R = 200: W = 0.0202, W L/R = 4.04
isotropic: L/R = 200, mid-tube wall hit rate / inlet J: 0.2352
isotropic: L/R = 200, W / (R gradient): 8.861, straight-profile formula: 8.597
isotropic: L/R = 10, ray tracing: W = 0.2145 +/- 0.0008
L/R = 10: W isotropic / W cosine = 1.118
L/R = 50: W isotropic / W cosine = 1.336
L/R = 200: W isotropic / W cosine = 1.562
WORKED TUBE
radius: 1.0 cm, length: 10.0 cm
temperature: 300 K, mass: 28 u
mean speed: 476.3 m/s
conductance of the open inlet: 37.41 L/s
cosine: tube conductance: 7.14 L/s
isotropic: tube conductance: 7.98 L/s
CONE, RADII 1 AND 2, LENGTH 1, EQUAL RESERVOIRS
cosine: W from narrow: 0.9790, W from wide: 0.2452
cosine: net flow to narrow side / narrow inflow: 0.0019 +/- 0.0022
isotropic: W from narrow: 0.9591, W from wide: 0.3043
isotropic: net flow to narrow side / narrow inflow: 0.2582 +/- 0.0024
every check passed
```
